\section*{Interface resonances in a tunnel junction: transmission, detuning and bias}

\section*{The junction}

In a magnetic tunnel junction with parallel magnetisations, take one spin channel in which both interfaces carry a resonance. Transport is coherent and elastic, and the transverse wave vector is conserved. For one such wave vector the junction is a line: lead, left resonance, barrier, right resonance, lead.

Each lead has two equivalent legs, $a$ and $b$, exchanged by a mirror. The hopping element along a leg is $-J$; the site energy and the element between the legs are both $-2J$. A resonance couples to the end sites of the legs by $-v_a$ and $-v_b$. The barrier has $N$ sites of energy $U>2J$, with hopping $-J$ between them and $-w$ to each resonance. All couplings are real and energies are measured from the Fermi level at zero bias.

The example uses round model parameters: $J=1000$, $U=3000$, $w=200$, $v_a=150$ and $v_b=50$ meV, with $N=4$.

\section*{Part (a): symmetry and the width}

\textbf{Question.} Find the width that the lead gives to a resonance near $E=0$. What happens if the resonance is even under the mirror?

\textbf{Answer.} Let $\psi_{e,o}=(\psi_a\pm\psi_b)/\sqrt2$. The cell energies are $-2J\mp2J$, that is $-4J$ for the even and $0$ for the odd combination. Hopping broadens each by $\pm2J$, so at $E=0$ the odd band is open and the even band, from $-6J$ to $-2J$, is closed. The coupling separates as
\[
v_a\psi_a+v_b\psi_b=v_e\psi_e+v_o\psi_o,\qquad v_{e,o}=\frac{v_a\pm v_b}{\sqrt2}.
\]

Number the left lead sites $n\le0$ and send in an odd wave, $\psi_n=e^{ikn}+re^{-ikn}$, with $E=-2J\cos k$. The equation at $n=0$ contains $-v_o\psi_L$ where the bulk equation would contain $-J\psi_1$. The wave continued to $n=1$ therefore obeys
\[
J(e^{ik}+re^{-ik})=v_o\psi_L
\;\Rightarrow\;
\psi_0=1+r=1-e^{2ik}+\frac{v_o}{J}e^{ik}\psi_L .
\]
The lead enters the equation for $\psi_L$ through $-v_o\psi_0$. Moving the part proportional to $\psi_L$ to the left-hand side gives
\[
\Big(E-\varepsilon+\frac{v_o^2}{J}e^{ik}\Big)\psi_L=-v_o(1-e^{2ik})+\cdots ,
\]
where the dots stand for the barrier. At band centre $k=\pi/2$, so $e^{ik}=i$ and the source is $-2v_o$. Writing the imaginary term as $i\Gamma/2$,
\begin{equation}
\Gamma=\frac{2v_o^2}{J}=\frac{(v_a-v_b)^2}{J}.
\end{equation}

The even wave decays into the lead as $c\lambda^{|n|}$ with real $|\lambda|<1$. The same matching gives $Jc/\lambda=v_e\psi_L$, so it returns $-v_ec=-(v_e^2\lambda/J)\psi_L$. This is a real level shift, which is absorbed in $\varepsilon$.

An even resonance has $v_a=v_b$ and hence $\Gamma=0$: in this model it cannot decay into the open band of its own lead. Weak symmetry breaking makes it narrow. In the example the breaking is moderate, $v_o/v_e=1/2$, and $\Gamma=(100\ \mathrm{meV})^2/(1000\ \mathrm{meV})=10$ meV. A purely odd resonance with the same $v_a^2+v_b^2$ would have a width of $50$ meV.

Away from band centre $e^{ik}=-E/2J+i\sqrt{1-E^2/4J^2}$. Treating $\Gamma$ as constant thus neglects a real term of relative order $E/J$.

\section*{Part (b): coupling through the barrier}

\textbf{Question.} Eliminate the barrier sites at $E=0$. Find the coupling between the resonances and the shift of each level.

\textbf{Answer.} Inside the barrier $U\psi_j=J(\psi_{j-1}+\psi_{j+1})$, which is solved by $e^{\pm\kappa j}$ with $2J\cosh\kappa=U$. At the two ends, $w\psi_L$ and $w\psi_R$ replace $J\psi_0$ and $J\psi_{N+1}$. The solution with these end values is
\[
\psi_j=\frac wJ\,\frac{\psi_L\sinh[(N+1-j)\kappa]+\psi_R\sinh(j\kappa)}{\sinh[(N+1)\kappa]} .
\]
The left resonance receives $-w\psi_1$, which equals $\delta\varepsilon\,\psi_L-t\psi_R$ with
\begin{equation}
t=\frac{w^2}{J}\frac{\sinh\kappa}{\sinh[(N+1)\kappa]},\qquad
\delta\varepsilon=-\frac{w^2}{J}\frac{\sinh(N\kappa)}{\sinh[(N+1)\kappa]} .
\end{equation}
By reflection the right resonance has the same shift and coupling. For a thick barrier $t\simeq(2w^2/J)\sinh\kappa\,e^{-(N+1)\kappa}$.

In the example $\cosh\kappa=3/2$, so $\kappa=0.962$ per site. The ratios $s_n=\sinh(n\kappa)/\sinh\kappa$ obey $s_{n+1}=3s_n-s_{n-1}$ and run $1,3,8,21,55$. With $w^2/J=40$ meV,
\[
t=\frac{40}{55}=0.727\ \mathrm{meV},\qquad \delta\varepsilon=-40\times\frac{21}{55}=-15.27\ \mathrm{meV}.
\]
The bare levels are chosen to cancel all shifts, so that both resonances lie at $E=0$ without bias. Since $2t/\Gamma=0.145$, the coupling is weak compared with the width.

\section*{Part (c): transmission and detuning}

\textbf{Question.} Let the levels be at $+\Delta/2$ on the left and $-\Delta/2$ on the right, with equal and constant $\Gamma$ and constant $t$. Find $T(E,\Delta)$ and its maxima in $E$.

\textbf{Answer.} Put $\gamma=\Gamma/2$. With the source from part (a), the two resonance equations are
\begin{align*}
(E-\Delta/2+i\gamma)\psi_L+t\psi_R&=-2v_o,\\
t\psi_L+(E+\Delta/2+i\gamma)\psi_R&=0 .
\end{align*}
The second gives $\psi_L=-(E+\Delta/2+i\gamma)\psi_R/t$. Inserting this in the first yields
\[
\psi_R=\frac{2v_ot}{D},\qquad D=(E-\Delta/2+i\gamma)(E+\Delta/2+i\gamma)-t^2 .
\]
Let the first site of the right lead have amplitude $\tau$. Matching there gives $Je^{-ik}\tau=v_o\psi_R$, so $|\tau|=v_o|\psi_R|/J$. The velocities in the two leads are equal to the order kept, hence $T=|\tau|^2=4v_o^4t^2/(J^2|D|^2)$. Because $v_o^2/J=\Gamma/2$,
\begin{equation}
T(E,\Delta)=\frac{\Gamma^2t^2}{\left|(E+i\Gamma/2)^2-\Delta^2/4-t^2\right|^2}.
\end{equation}

To find the maxima, set $\Omega^2=\Delta^2/4+t^2$. Then
\begin{align*}
|D|^2&=(E^2-\gamma^2-\Omega^2)^2+4\gamma^2E^2\\
&=\left[E^2-(\Omega^2-\gamma^2)\right]^2+4\gamma^2\Omega^2 .
\end{align*}
The second line follows by expanding in $E^2$ and using $(\Omega^2+\gamma^2)^2=(\Omega^2-\gamma^2)^2+4\gamma^2\Omega^2$.

If $\Omega\le\gamma$, the bracket is smallest at $E=0$ and there is one maximum,
\[
T_{\max}=\frac{4\gamma^2t^2}{(\gamma^2+\Omega^2)^2}.
\]
If $\Omega>\gamma$, the bracket vanishes at two energies, and
\begin{equation}
E=\pm\sqrt{\Omega^2-\gamma^2},\qquad T_{\max}=\frac{t^2}{\Omega^2}=\frac{4t^2}{\Delta^2+4t^2}.
\end{equation}

For aligned levels in the example, $\gamma^2=25$ and $t^2=0.529$ in meV$^2$, so
\[
T(0,0)=\frac{4(25)(0.529)}{(25.529)^2}=0.0812 .
\]
The corresponding conductance is $(e^2/h)T=3.14\ \mu$S per spin and transverse mode. Alignment does not make this weakly coupled junction transparent: an electron leaves a resonance into its own lead faster than it crosses the barrier. The peak reaches unity at $t=\gamma$. For $t>\gamma$ the aligned junction has two maxima of unit height at $E=\pm\sqrt{t^2-\gamma^2}$.

\section*{Part (d): the effect of bias}

\textbf{Question.} A voltage $V$ raises electron energies in the left electrode by $eV/2$ and lowers those in the right by the same amount, with $e>0$. Each resonance follows its electrode. Find how the transmission midway between the levels falls with $V$, and the bias that halves it.

\textbf{Answer.} The levels move to $\pm eV/2$, so $\Delta=eV$. At $E=0$ the denominator is $[(\Gamma^2+4t^2+\Delta^2)/4]^2$. With $S=\Gamma^2+4t^2$,
\begin{equation}
\frac{T(0,eV)}{T(0,0)}=\left[\frac{S}{S+(eV)^2}\right]^2 .
\end{equation}
This equals $1/2$ when $1+(eV)^2/S=\sqrt2$, that is
\begin{equation}
eV_{1/2}=\sqrt{(\sqrt2-1)(\Gamma^2+4t^2)} .
\end{equation}
In the example $S=102.1$ meV$^2$ and $V_{1/2}=6.50$ mV. For weak coupling the bias that halves the transmission is thus of order $\Gamma/e$. Making $t$ still smaller lowers the peak but hardly changes this scale. A sharper symmetry filter, with smaller $\Gamma$, does reduce it until $2t$ becomes comparable with $\Gamma$.

The formulas of parts (c) and (d) give:
\begin{center}
\begin{tabular}{ccccc}
$eV$ (meV) & $T(0)$ & ratio & $T_{\max}$ & $|E|$ at max (meV)\\
0 & 0.0812 & 1 & 0.0812 & 0\\
5 & 0.0524 & 0.645 & 0.0524 & 0\\
10 & 0.0207 & 0.255 & 0.0207 & 0.73\\
20 & 0.00336 & 0.041 & 0.00526 & 8.69\\
30 & 0.00084 & 0.010 & 0.00235 & 14.16
\end{tabular}
\end{center}

The peak splits at $eV=\sqrt{\Gamma^2-4t^2}=9.89$ meV. At $eV=\Gamma$ the maxima lie at $E=\pm t$, because then $\Omega^2-\gamma^2=t^2$; this is the $0.73$ meV in the table. At larger bias each maximum lies near one level, where an electron is resonant at one interface and off resonance by about $eV$ at the other.

The mid-energy value falls as $V^{-4}$ for $eV\gg\Gamma$, while the maxima fall as $V^{-2}$. What bias destroys is the common resonance; transmission through the separate resonances remains. Near zero bias the ratio is $1-2(eV)^2/S$, so the loss is absent from the linear conductance.

\section*{Part (e): a band of interface resonances}

\textbf{Question.} Find $\int T\,dE$ over all energies. Apply it to resonances forming a parabolic interface band of mass $m$, with the same dispersion on both sides, constant $\Gamma$ and $t$, and a built-in mismatch $\Delta$. What is the linear conductance per area and spin?

\textbf{Answer.} Since $D=(E-\Omega+i\gamma)(E+\Omega+i\gamma)$, we have $|D|^2=P_+P_-$ with $P_\pm=(E\pm\Omega)^2+\gamma^2$. Try
\[
\frac1{P_+P_-}=\frac{AE+B}{P_+}+\frac{-AE+B}{P_-}.
\]
The combined numerator is $-4A\Omega E^2+2B(E^2+\Omega^2+\gamma^2)$. It equals one if
\[
B=2A\Omega,\qquad A=\frac1{4\Omega(\Omega^2+\gamma^2)} .
\]
Over an interval from $-a$ to $a$ the two fractions contribute equally, being mirror images in $E$. With $u=E+\Omega$ the first numerator is $A(u+\Omega)$, and
\begin{align}
\int_{-a}^{a}\frac{dE}{|D|^2}&=2A\int_{\Omega-a}^{\Omega+a}\frac{u+\Omega}{u^2+\gamma^2}\,du\notag\\
&=A\left[L+\frac{2\Omega}{\gamma}\Theta\right],\label{eq:window}\\
L&=\ln\frac{(a+\Omega)^2+\gamma^2}{(a-\Omega)^2+\gamma^2},\notag\\
\Theta&=\arctan\frac{a+\Omega}{\gamma}+\arctan\frac{a-\Omega}{\gamma}.\notag
\end{align}
For $a\to\infty$, $L\to0$ and $\Theta\to\pi$. Multiplying by $\Gamma^2t^2=4\gamma^2t^2$,
\begin{equation}
F(\Delta)\equiv\int_{-\infty}^{\infty}T\,dE=\frac{2\pi\gamma t^2}{\Omega^2+\gamma^2}
=\frac{4\pi\Gamma t^2}{\Gamma^2+4t^2+\Delta^2}.
\end{equation}

At a fixed Fermi energy, different transverse wave vectors $q$ sample different distances from resonance. For the band energy $\hbar^2q^2/2m$ plus a constant, $d^2q/(2\pi)^2=n\,d\varepsilon$ with $n=m/(2\pi\hbar^2)$. If the Fermi level lies far above the band bottom compared with $\Gamma$, $t$ and $\Delta$, the energy integral may be extended to infinity, and
\begin{equation}
\frac{G}{\mathcal A}=\frac{e^2}{h}\,n\,F(\Delta).
\end{equation}

The $\Gamma$ and $t$ in this formula are the values at the Fermi wave vector. In a real junction they can differ much from those at $q=0$: transverse motion can raise the barrier and lower $t$, and at a general $q$ the mirror no longer forbids the decay of an even resonance. A barrier energy of $3400$ instead of $3000$ meV, for instance, would give $t=0.400$ meV and $F(0)=0.200$ meV.

As an illustration, assume that the example's $\Gamma$ and $t$ hold at the Fermi wave vector, and take the free-electron mass and a Fermi level $400$ meV above the band bottom. Then $n=2.09\times10^{15}$ per meV and m$^2$. For aligned interfaces $F=0.651$ meV, and with $e^2/h=38.7\ \mu$S
\[
\frac G{\mathcal A}=5.27\times10^{10}\ \mathrm{S\,m^{-2}}=0.0527\ \mathrm{S\,\mu m^{-2}} .
\]
Mismatches of $10$ and $30$ meV reduce it to $2.66\times10^{10}$ and $5.37\times10^{9}$ S\,m$^{-2}$, or $51\%$ and $10\%$ of the aligned value. The mid-energy transmission of one mode falls to $26\%$ and $1\%$. The sum is more robust because it includes wave vectors at which one of the two separate resonances is met.

\section*{Part (f): current and negative differential conductance}

\textbf{Question.} Find the zero-temperature current through one mode of the symmetric junction whose resonances lie at the equilibrium Fermi level. Discuss small and large bias. How does the result change for the interface band of part (e)?

\textbf{Answer.} In one mode, an energy interval $dE$ has $dE/(2\pi\hbar v_g)$ right-moving states per length, each moving at $v_g$. It therefore supplies $dE/h$ electrons per unit time. Only the window between the two Fermi levels, $\pm eV/2$, gives a net flow. Equation~(\ref{eq:window}) with $a=eV/2$ gives, for the electron flow from left to right,
\begin{equation}
I=\frac eh\,\frac{\gamma^2t^2}{\Omega(\Omega^2+\gamma^2)}
\left[L+\frac{2\Omega}{\gamma}\Theta\right],\qquad \Omega^2=a^2+t^2 .
\end{equation}

For $t\to0$ at fixed bias, $\Omega\to a$. With $s=eV/\Gamma=a/\gamma$,
\begin{equation}
I\simeq\frac eh\frac{2t^2}{\Gamma}\,
\frac{\ln(1+4s^2)+2s\arctan(2s)}{s(1+s^2)} .
\end{equation}
At small $s$ the numerator is $8s^2$, so $I\simeq(e^2/h)(16t^2/\Gamma^2)V$, the weak-coupling linear response. At large $s$ it tends to $\pi s$, so
\[
I\to\frac eh\,\frac{2\pi\Gamma t^2}{(eV)^2}.
\]
This is half of $(e/h)F(eV)$ at large bias: each level sits at an edge of the window, and half of its line lies outside.

The current must therefore pass through a maximum. Numerical maximisation places it at $eV=0.565\,\Gamma$ for $t\to0$. With the example's finite $t$ it lies at $5.72$ mV, where $I=9.52$ nA. At $2$, $10$, $20$ and $50$ mV the current is $5.70$, $7.70$, $3.31$ and $0.61$ nA. Beyond the maximum, a wider window no longer compensates for the loss of alignment, and the differential conductance is negative. At $50$ mV the large-bias law gives $0.51$ nA; the logarithm, smaller by a factor of order $(\ln s)/s$, is not yet negligible.

For the interface band, every energy in the window meets the whole resonance line at some wave vector, provided the window stays well inside the band. The current per area and spin is then
\[
\frac I{\mathcal A}=\frac eh\,n\,eV\,F(eV)\propto\frac{eV}{S+(eV)^2}.
\]
Its derivative vanishes at $eV=\sqrt S=10.1$ meV, and its tail falls as $1/V$. Summing over modes shifts the maximum and weakens the decay, but negative differential conductance survives within these assumptions. A non-resonant background current that rises with $V$ could hide it.

\section*{Part (g): restoring the peak, and limits of the result}

\textbf{Question.} The left resonance now has a built-in offset of $-20$ meV. Which bias restores the peak? How accurate is the two-level formula in the example, and when does it fail?

\textbf{Answer.} The detuning is $\Delta=\delta+eV$ with $\delta=-20$ meV, so $V=+20$ mV aligns the levels. They meet at $-20+10=-10$ meV on the left and $0-10=-10$ meV on the right. This is also the Fermi level of the right electrode, the edge of the current window, so only about half of the restored line carries current. The opposite bias doubles the detuning.

A lattice calculation gives a comparison without constant $\Gamma$ and $t$. The even lead channel is kept as a constant level shift, as in part (a); the odd channel was solved numerically by matching incoming, reflected and transmitted waves, with the barrier potential falling linearly between the resonances. At $E=-10$ meV the offset junction transmits $0.00325$ without bias and $0.0786$ at $20$ mV. The two-level values are $0.00336$ and $0.0812$. Here bias creates the peak, so the height of the transmission peak is set by the detuning, not by the voltage itself.

For the symmetric junction, energies $|E|\le\Gamma$ were sampled at $eV=0$, $\Gamma$ and $3\Gamma$. The largest deviation of the lattice transmission from the formula, relative to the formula, is $4.5\%$. When $v_o^2$ and $w^2$, and with them $\Gamma$, $t$, $E$ and $eV$, are reduced tenfold, it falls to $0.47\%$. This is the scaling expected of neglected terms linear in energy$/J$. The largest of them comes from the barrier rather than the lead: $t$ varies with energy as $e^{-(N+1)\kappa(E)}$, so the deviation grows with thickness. With the energy dependence of the even channel also kept, it is $5\%$ for $N=4$, $8\%$ for $N=8$ and $15\%$ for $N=16$.

The result has further conditions. If only a fraction $\eta$ of the voltage falls between the resonances, $\Delta=\eta eV$ and the bias that halves the mid-energy transmission grows by $1/\eta$. For the interface band the current is proportional to $eV\,F(\eta eV)$, and its maximum also moves by $1/\eta$, to $eV=\sqrt S/\eta$. For one mode the maximum moves up by a smaller factor, $1.73$ at $\eta=1/2$ in the example: the window opens faster than the levels separate, and once it encloses both lines its further growth adds little current. The zero-temperature current of one mode requires $k_BT\ll\Gamma$; in the example $k_BT=\Gamma/10$ already lowers it by $8\%$ at the bias of its maximum. The band current is unchanged by temperature while the thermally broadened window stays well inside the band, because the difference of the two Fermi functions integrates to $eV$. Scattering that changes energy or transverse wave vector, and charging of the resonances, are outside the model. So are unequal widths, for which the two factors of $D$ carry different imaginary parts.
